# The mean electrostatic potential of a solid of superposed atoms, part 1

(Sections cited here and not found follow in the second part.)

## Two solids and one missing number

When silicon carries a layer of silicon dioxide, an electron or a hole that tries to enter the oxide meets a barrier. The height of that barrier is one of the quantities that set the leakage through the oxide, along with its thickness, the applied field and its defects. To find it one needs the band edges of both solids on one common energy scale.

A calculation for a single infinite crystal doesn't supply that scale. It gives the band edges relative to the mean electrostatic potential of that crystal, and leaves the mean itself open. The reason lies in Poisson's equation,

$$\nabla^2\Phi=-\frac{\rho_{\rm tot}}{\varepsilon_0}.$$

If $\Phi$ is a periodic solution for a periodic charge density $\rho_{\rm tot}$, then $\Phi+C$ is another for any constant $C$. Within one crystal the constant has no effect. Between two crystals the difference of the constants is part of the barrier.

Something beyond the bulk charge density must therefore fix the constant. The simplest choice is to regard the solid as a finite body built from whole, neutral, spherical atoms, each brought in from far away and left unchanged. The vacuum outside the body is then a natural zero, and the mean potential inside follows from a property of the free atom and from the density of packing.

## The model and its conventions

Let $n(r)$ be the number density of electrons in one free atom with nuclear charge $Ze$, where $e>0$. The charge density of the atom, with sign, is

$$\rho(\mathbf r)=Ze\,\delta(\mathbf r)-e\,n(r),\qquad \int n\,d^3r=Z .$$

The second relation is neutrality. The density $n$ depends on the distance $r$ from the nucleus alone, and it falls off exponentially at large $r$. The nucleus is a point.

The atomic potential $v(r)$ is zero at infinity. The potential of the solid is the sum

$$\Phi(\mathbf r)=\sum_j v(|\mathbf r-\mathbf R_j|)$$

over the nuclear positions $\mathbf R_j$. With $\Omega$ the volume per atom, the statement to be shown is

$$\boxed{\;\bar V=-\frac{1}{6\varepsilon_0\Omega}\int r^2\rho(\mathbf r)\,d^3r\;}$$

where $\bar V$ is the mean of $\Phi$ in the interior.

The equations are in SI form. Lengths will be given in nm and potentials in V, for which the useful constant is $e/\varepsilon_0=18.095$ V nm. The potential energy of an electron is $-e\Phi$, so a potential of one volt means an electron energy of minus one electronvolt.

## The potential of one atom

Let $Q(r)$ be the charge inside a sphere of radius $r$ about the nucleus:

$$Q(r)=Ze-e\int_0^r 4\pi s^2 n(s)\,ds .$$

Neutrality lets us write $Ze$ as $e$ times the integral of $4\pi s^2n$ from zero to infinity. Subtracting the part inside $r$ leaves

$$Q(r)=e\int_r^\infty 4\pi s^2n(s)\,ds .$$

So the enclosed charge equals $e$ times the number of electrons still outside. It is never negative, it starts at $Ze$ just outside the nucleus, and it falls exponentially to zero.

By symmetry the field is radial. Gauss's law on the sphere gives $4\pi r^2E(r)=Q(r)/\varepsilon_0$, and since $E=-v'$,

$$v'(r)=-\frac{Q(r)}{4\pi\varepsilon_0r^2}.$$

Integration from $r$ to infinity, where $v=0$, gives

$$v(r)=\int_r^\infty\frac{Q(s)}{4\pi\varepsilon_0s^2}\,ds .$$

Two properties will be needed. First, $v(r)\ge0$ everywhere, because $Q\ge0$. Secondly, $v$ falls off exponentially, because $Q$ does. A neutral spherical atom has no long-range field, and a point in the solid feels only the atoms close to it.

## The average over a cell

Consider first a crystal with one kind of atom. Let the unit cell $C$ have volume $\Omega_c$ and contain $m$ atoms at positions $\boldsymbol\tau_a$, so that $\Omega=\Omega_c/m$. The lattice vectors are $\mathbf L$. For a cell deep in the body,

$$\bar V=\frac1{\Omega_c}\int_C\sum_{a=1}^{m}\sum_{\mathbf L}v(|\mathbf r-\mathbf L-\boldsymbol\tau_a|)\,d^3r .$$

The sum may be taken out of the integral because every term is nonnegative. In each term put $\mathbf u=\mathbf r-\mathbf L-\boldsymbol\tau_a$. The integrand becomes $v(u)$, and the domain becomes the cell $C$ shifted by $-\mathbf L-\boldsymbol\tau_a$. For a fixed $a$, the cells shifted by all lattice vectors fill space once, without gaps or overlaps. Their integrals therefore join into one integral over all space:

$$\sum_{\mathbf L}\int_C v(|\mathbf r-\mathbf L-\boldsymbol\tau_a|)\,d^3r=\int v(u)\,d^3u .$$

The right side is the same for each of the $m$ atoms, and so

$$\bar V=\frac{m}{\Omega_c}\int v\,d^3r=\frac1\Omega\int v\,d^3r. \tag{1}$$

The lattice sum was extended over an infinite crystal, whereas the body is finite. The atoms added in this way lie beyond the surface, far from the chosen cell, and their potentials there are exponentially small.

The positions $\boldsymbol\tau_a$ have dropped out. Moving the atoms about inside the cell redistributes the potential but leaves its mean unchanged, provided the volume stays fixed and each atom moves rigidly.

The same holds without a lattice. Take a large region of volume $W$ in an amorphous solid. An atom well inside the region contributes the full integral $\int v\,d^3r$, and an atom well outside contributes next to nothing. Atoms within a few atomic radii of the boundary contribute a part. Their number grows as the surface of the region, while the total number grows as $W$, so their share in the average vanishes for a large region. Equation (1) holds again, with $\Omega$ the mean volume per atom. This matters for the oxide of silicon, which is amorphous in devices.

## From the potential to the second moment

It remains to express the integral of $v$ through the charge density. In spherical coordinates,

$$I\equiv\int v\,d^3r=4\pi\int_0^\infty r^2v(r)\,dr .$$

Integrate by parts, with $r^2$ as the derivative of $r^3/3$:

$$I=\frac{4\pi}{3}\Big[r^3v\Big]_0^\infty-\frac{4\pi}{3}\int_0^\infty r^3v'(r)\,dr .$$

At the lower end $v$ grows as $Ze/(4\pi\varepsilon_0r)$, so $r^3v$ goes to zero as $r^2$. At the upper end the exponential decay of $v$ wins over $r^3$. The bracket vanishes. Inserting $v'=-Q/(4\pi\varepsilon_0r^2)$, the two minus signs cancel and so do the factors $4\pi$:

$$I=\frac1{3\varepsilon_0}\int_0^\infty r\,Q(r)\,dr .$$

Integrate by parts again, with $r$ as the derivative of $r^2/2$:

$$I=\frac1{3\varepsilon_0}\left\{\frac12\Big[r^2Q\Big]_0^\infty-\frac12\int_0^\infty r^2Q'(r)\,dr\right\}.$$

At the lower end $Q\to Ze$, which is finite, so $r^2Q\to0$. At the upper end $r^2Q\to0$ because the atom is neutral. For $r>0$ the derivative of the enclosed charge is $Q'(r)=-4\pi r^2e\,n(r)$. Hence

$$I=\frac{e}{6\varepsilon_0}\int_0^\infty r^2\,n(r)\,4\pi r^2\,dr=\frac{e\langle r^2\rangle}{6\varepsilon_0},\qquad \langle r^2\rangle\equiv\int r^2n\,d^3r. \tag{2}$$

The symbol $\langle r^2\rangle$ here is a sum over all electrons of the atom, not a mean per electron.

The nucleus sits at $r=0$ and adds nothing to the second moment of the charge, so

$$\int r^2\rho\,d^3r=Ze\cdot0-e\langle r^2\rangle=-e\langle r^2\rangle .$$

With (1) and (2) this gives the boxed statement, and its more practical form

$$\bar V=\frac{e\langle r^2\rangle}{6\varepsilon_0\Omega}. \tag{3}$$

The minus sign in the general formula belongs to the signed charge density. The mean potential itself is positive. In Hartree atomic units $4\pi\varepsilon_0=1$ and $e=1$, and (3) reads $\bar V=2\pi\langle r^2\rangle/(3\Omega)$.

## What each electron contributes

The result can be seen in one simple case. Put a charge $e$ at the centre of a thin shell of radius $R$ that carries $-e$. Outside the shell the potential is zero. Inside it is

$$v(r)=\frac{e}{4\pi\varepsilon_0}\left(\frac1r-\frac1R\right),$$

and its volume integral is

$$\frac{e}{\varepsilon_0}\int_0^R\left(r-\frac{r^2}{R}\right)dr=\frac e{\varepsilon_0}\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=\frac{eR^2}{6\varepsilon_0}.$$

Any spherical neutral atom is a set of such shells, each with its share of the nuclear charge at the centre. The factor $1/6$ is the difference $1/2-1/3$ between the attraction of the centre and the screening by the shell.

An electron far out thus counts for more than one close in. It leaves its share of the nuclear charge unscreened over a larger volume, and the effect grows as the square of the distance. If the whole cloud is stretched by a factor $\lambda$ at fixed $\Omega$, $\bar V$ grows by $\lambda^2$. If the atoms are kept frozen and the solid is expanded, $\bar V$ falls as $1/\Omega$ and reaches zero for separated atoms.

## The same result in Fourier space

For a crystal, Poisson's equation gives each Fourier component of the potential with wave vector $\mathbf G\ne0$ as the charge component divided by $\varepsilon_0G^2$. At $\mathbf G=0$ it gives zero divided by zero, which is the missing constant in another form. For a single atom the limit can be taken. The transform of a spherical charge is

$$\tilde\rho(k)=\int\rho\,\frac{\sin kr}{kr}\,d^3r=\int\rho\,d^3r-\frac{k^2}{6}\int r^2\rho\,d^3r+O(k^4).$$

The first term is zero by neutrality. Division by $\varepsilon_0k^2$ and the limit $k\to0$ leave $-\int r^2\rho\,d^3r/(6\varepsilon_0)$, which is $I$. The model of whole atoms supplies a value for the undefined component.

## Several kinds of atom, and the limits of the derivation

With several species the argument for (1) applies to each atom in the cell separately, and the integrals add:

$$\bar V=\frac{e}{6\varepsilon_0\Omega_c}\sum_{a\in C}\langle r^2\rangle_a .$$

For silicon dioxide the sum over one formula unit contains one silicon atom and two oxygen atoms, and $\Omega_c$ is replaced by the volume of that unit.

The derivation fails for charged ions. Then $Q$ tends to a nonzero constant, $r^2Q$ diverges, and the potential of one ion has no finite volume integral. An ionic solid must first be divided into neutral units, and if these aren't spherical, the formula with $r^2$ doesn't hold for them in general. The exponential decay is more than is needed: for a tail $n\propto r^{-p}$ the integrand of $\langle r^2\rangle$ goes as $r^{4-p}$, so the moment is finite if $p>5$. The requirement of spherical symmetry is of another kind, and the surface of the solid shows what it does.

## A numerical case

Take a model atom with a Gaussian core of charge $4e$ and width $a=0.03$ nm, and a Gaussian cloud of charge $-4e$ and width $b=0.07$ nm. The core is now extended and enters the moment. A normalised Gaussian of width $\sigma$ has second moment $3\sigma^2$, so

$$\bar V=\frac{4e\,(3b^2-3a^2)}{6\varepsilon_0\Omega}=\frac{18.095\times4\times0.0040}{2\times0.022665}\ {\rm V}=6.387\ {\rm V}$$

for a diamond lattice with $\Omega=0.022665$ nm³. Summing the atomic potentials on a mesh of points in the cell and averaging gives 6.387 V as well. When each coordinate of the eight atoms in the cubic cell is shifted at random by up to 0.02 nm, the average is still 6.387 V, as the loss of $\boldsymbol\tau_a$ from (1) requires.

# Second half: surfaces, interfaces and germanium

## What is carried over

One atom has the signed charge density $\rho$, the electron density $n$ and the second moment $\langle r^2\rangle=\int r^2n\,d^3r$, summed over its electrons. The volume per atom is $\Omega$. For neutral spherical atoms, superposed without change, the mean potential in the interior relative to the vacuum is

$$\bar V=-\frac1{6\varepsilon_0\Omega}\int r^2\rho\,d^3r=\frac{e\langle r^2\rangle}{6\varepsilon_0\Omega}.$$

The second form is for a point nucleus. The mean potential energy of an electron is $-e\bar V$.

For neutral spherical atoms superposed without change, the mean potential inside the solid relative to the vacuum is now fixed by the second moment of the atomic charge and the volume per atom. It remains to see what a surface does when the atoms aren't spherical, to find the step at an interface, and to apply the result to germanium and estimate what the model neglects.
